\section*{Singlet–Triplet Crossing Rates from Prompt and Delayed Fluorescence}

\section*{Problem}

A light pulse excites a dilute sample of identical emitters. At $t=0$ it leaves them in the excited singlet state, with no triplets. Let $S(t)$ and $T(t)$ be the singlet and triplet populations per singlet formed, so that $S(0)=1$ and $T(0)=0$. The following first-order processes occur:

\begin{itemize}
\item fluorescence from the singlet, rate constant $k_r$;
\item all other decay of the singlet to the ground state, $k_{nS}$;
\item crossing from singlet to triplet, $k_I$;
\item crossing from triplet back to singlet, $k_R$;
\item all decay of the triplet to the ground state, $k_{nT}$, including any phosphorescence.
\end{itemize}

The constants $k_r,k_I,k_R$ are positive; $k_{nS}$ and $k_{nT}$ may be zero. The three triplet sublevels are treated as one population. The pulse is weak enough that excited molecules do not meet and annihilate, and short compared with every decay time. The detector records fluorescence only, at a rate $k_rS(t)$ per singlet formed.

\begin{enumerate}
\item[(a)] Find $S(t)$ and $T(t)$. Show that the fluorescence is a sum of two decaying exponentials with positive amplitudes.
\item[(b)] Call the faster exponential prompt and the slower one delayed. Find their quantum yields $\Phi_p$ and $\Phi_d$, in photons per singlet formed.
\item[(c)] Suppose that the lifetimes $\tau_p,\tau_d$ and the yields $\Phi_p,\Phi_d$ have been measured. What do they determine about the five rate constants?
\item[(d)] Find $k_I$ and $k_R$ if the triplet has no loss to the ground state, and again if the singlet has no non-radiative loss to the ground state. What can be said if neither is assumed?
\item[(e)] Simplify the formulas for a weak, slow delayed component, and find the error of the simplified forms.
\item[(f)] Evaluate the results for the model data $\tau_p=16.58$ ns, $\tau_d=4.020\ \mu$s, $\Phi_p=0.3300$, $\Phi_d=0.4033$. Repeat for $\tau_p=15.06$ ns, $\tau_d=273.2$ ns, $\Phi_p=0.2706$, $\Phi_d=0.5566$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Populations}

Define the total rates of leaving each state and the product of the crossing rates,
\begin{equation}
k_S=k_r+k_{nS}+k_I,\qquad k_T=k_R+k_{nT},\qquad P=k_Ik_R .
\end{equation}
The rate equations are
\begin{equation}
\dot S=-k_SS+k_RT,\qquad \dot T=k_IS-k_TT. \label{rate}
\end{equation}
Differentiate the first equation and insert the second:
\begin{equation}
\ddot S=-k_S\dot S+PS-k_T(k_RT).
\end{equation}
The first rate equation gives $k_RT=\dot S+k_SS$, so
\begin{equation}
\ddot S+(k_S+k_T)\dot S+(k_Sk_T-P)S=0 .
\end{equation}
A trial solution $e^{-kt}$ requires $k^2-(k_S+k_T)k+k_Sk_T-P=0$, which can also be written
\begin{equation}
(k-k_S)(k-k_T)=P. \label{char}
\end{equation}
Its roots are
\begin{equation}
k_{p,d}=\frac{k_S+k_T}{2}\pm\sqrt{\left(\frac{k_S-k_T}{2}\right)^2+P}, \label{roots}
\end{equation}
with the upper sign for $k_p=1/\tau_p$ and the lower for $k_d=1/\tau_d$. Since $P>0$, the roots are real and distinct. Their sum and product are
\begin{align}
k_p+k_d&=k_S+k_T, \label{sum}\\
k_pk_d&=k_Sk_T-P=(k_r+k_{nS})k_T+k_Ik_{nT}>0, \label{prod}
\end{align}
so both are positive. The square root exceeds $|k_S-k_T|/2$; hence $k_p$ is larger than both $k_S$ and $k_T$, and $k_d$ is smaller than both.

Write $S=A_pe^{-k_pt}+A_de^{-k_dt}$. The conditions $S(0)=1$ and $\dot S(0)=-k_S$ (because $T(0)=0$) give
\begin{equation}
A_p+A_d=1,\qquad A_pk_p+A_dk_d=k_S. \label{init}
\end{equation}
Putting $A_d=1-A_p$ in the second equation gives $A_p(k_p-k_d)=k_S-k_d$. Therefore
\begin{equation}
A_p=\frac{k_S-k_d}{k_p-k_d},\qquad A_d=\frac{k_p-k_S}{k_p-k_d}. \label{amp}
\end{equation}
Both are positive because $k_d<k_S<k_p$.

The triplet population contains the same two exponentials. With $T(0)=0$ it must be $C(e^{-k_dt}-e^{-k_pt})$, and $\dot T(0)=k_I$ gives $C(k_p-k_d)=k_I$:
\begin{equation}
T(t)=\frac{k_I}{k_p-k_d}\left(e^{-k_dt}-e^{-k_pt}\right). \label{trip}
\end{equation}

\paragraph{Slow triplet.} If $k_T\ll k_S$, the product (\ref{prod}) gives
\begin{equation}
k_d=\frac{k_S}{k_p}\left(k_T-\frac{P}{k_S}\right)\approx k_{nT}+k_R\left(1-\frac{k_I}{k_S}\right). \label{slow}
\end{equation}
The error follows from (\ref{char}): $(k_p-k_S)/k_S=P/[k_S(k_p-k_T)]$, which is less than $k_T/(k_S-k_T)$ because $P<k_Sk_T$ and $k_p>k_S$. The factor in brackets has a simple meaning. A returned singlet crosses to the triplet again with probability $k_I/k_S$, and such a return does not empty the triplet reservoir. The delayed lifetime is therefore not $1/k_R$ in general.

\paragraph{Fast exchange.} If $k_I$ and $k_R$ are both much larger than the decay rates to the ground state, (\ref{sum}) and (\ref{prod}) give
\begin{equation}
k_p\approx k_I+k_R,\qquad k_d\approx\frac{(k_r+k_{nS})k_R+k_{nT}k_I}{k_I+k_R}.
\end{equation}
With $k_S\approx k_I$ and $k_d\ll k_I$, (\ref{amp}) gives $A_d/A_p\approx k_R/k_I$. The first exponential now describes the approach to a steady singlet–triplet ratio, and the second the decay of the mixture.

\subsection*{(b) Yields}

Each yield is the area under one exponential, extended back to $t=0$:
\begin{equation}
\Phi_p=\frac{k_rA_p}{k_p},\qquad \Phi_d=\frac{k_rA_d}{k_d}. \label{yields}
\end{equation}
This is a separation by exponential, not by a cut at some chosen time. For the sum,
\begin{equation}
\Phi=\Phi_p+\Phi_d=\frac{k_r(A_pk_d+A_dk_p)}{k_pk_d}.
\end{equation}
By (\ref{init}) and (\ref{sum}),
\begin{equation}
A_pk_d+A_dk_p=(A_p+A_d)(k_p+k_d)-(A_pk_p+A_dk_d)=k_p+k_d-k_S=k_T,
\end{equation}
so that
\begin{equation}
\Phi=\frac{k_rk_T}{k_pk_d}. \label{total}
\end{equation}
Weak continuous excitation has the same total yield. If singlets are formed at a constant rate $g$, the steady state has $T=k_IS/k_T$ and $g=(k_S-P/k_T)S$. Hence $k_rS/g=k_rk_T/(k_Sk_T-P)=\Phi$. A total yield measured in this way can be divided into $\Phi_p$ and $\Phi_d$ in the ratio of the areas $A_p/k_p$ and $A_d/k_d$ of the pulsed decay.

\subsection*{(c) What the data determine}

From (\ref{yields}), $k_rA_p=\Phi_pk_p$ and $k_rA_d=\Phi_dk_d$. Adding them and using $A_p+A_d=1$ gives $k_r$. The second relation in (\ref{init}) then gives $k_S$, and (\ref{total}) gives $k_T$:
\begin{align}
k_r&=\Phi_pk_p+\Phi_dk_d, \label{kr}\\
k_S&=\frac{\Phi_pk_p^2+\Phi_dk_d^2}{k_r}, \label{kS}\\
k_T&=\frac{\Phi k_pk_d}{k_r}. \label{kT}
\end{align}
For the product of the crossing rates, insert $k_T=k_p+k_d-k_S$ in $P=k_Sk_T-k_pk_d$:
\begin{align}
P&=k_S(k_p+k_d)-k_S^2-k_pk_d=(k_p-k_S)(k_S-k_d)\nonumber\\
&=A_pA_d(k_p-k_d)^2=\frac{\Phi_p\Phi_dk_pk_d(k_p-k_d)^2}{k_r^2}. \label{P}
\end{align}

The four data thus fix four quantities, $k_r,k_S,k_T$ and $P$. The model has five rate constants. Conversely, $k_p,k_d,A_p,A_d$ depend only on $k_S,k_T,P$, so two schemes that share $k_r,k_S,k_T,P$ have the same fluorescence at every time. A better measurement of the same decay cannot separate them. \emph{When $\Phi<1$, the crossing rates need one more piece of information.}

Equation (\ref{trip}) shows one possible source. At fixed $k_p$ and $k_d$, the triplet population is proportional to $k_I$, so an absolute measurement of $T(t)$ would supply it.

\subsection*{(d) Two assumptions and the bounds between them}

\paragraph{Assumption A: no triplet loss, $k_{nT}=0$.} Then $k_T=k_R$, and
\begin{equation}
k_R^A=k_T,\qquad k_I^A=\frac{P}{k_T}. \label{A}
\end{equation}
If both yields are multiplied by a common calibration factor, $k_r$ is multiplied by it, but (\ref{kS})–(\ref{P}) leave $k_S,k_T,P$ unchanged. Assumption A therefore needs the ratio $\Phi_d/\Phi_p$, not the absolute yields.

\paragraph{Assumption B: no non-radiative singlet loss, $k_{nS}=0$.} Then $k_S=k_r+k_I$, and
\begin{equation}
k_I^B=k_S-k_r,\qquad k_R^B=\frac{P}{k_S-k_r}. \label{B}
\end{equation}
Here $k_r$ enters, so absolute yields are required.

\paragraph{Neither assumption.} Loss rates cannot be negative. From $k_{nT}\ge0$ follows $k_R\le k_T$, and from $k_{nS}\ge0$ follows $k_I\le k_S-k_r$. Since $k_Ik_R=P$, each upper bound on one rate is a lower bound on the other:
\begin{equation}
\frac{P}{k_T}\le k_I\le k_S-k_r,\qquad \frac{P}{k_S-k_r}\le k_R\le k_T. \label{bounds}
\end{equation}
The two assumptions are the ends of these intervals. Every pair inside them with $k_Ik_R=P$ is allowed, with $k_{nS}=k_S-k_r-k_I$ and $k_{nT}=k_T-k_R$.

The ratio of upper to lower bound is the same for both rates. Using $k_Sk_T=P+k_pk_d$ and (\ref{total}),
\begin{equation}
\frac{k_T(k_S-k_r)}{P}=\frac{P+k_pk_d-k_rk_T}{P}=1+\frac{k_pk_d(1-\Phi)}{P}. \label{width}
\end{equation}
The intervals close when $\Phi=1$. In that case $k_pk_d=k_rk_T$, and (\ref{prod}) requires $k_{nS}k_T+k_Ik_{nT}=0$, so both losses vanish. For $\Phi<1$ the lost excitations may have left from either state, and the fluorescence does not reveal which.

It is inconsistent to take $k_I$ from B and $k_R$ from A when $\Phi<1$: their product exceeds $P$ by the factor (\ref{width}).

\subsection*{(e) Short formulas and their errors}

Define two ratios that follow directly from the data,
\begin{equation}
\varepsilon=\frac{\Phi_dk_d}{\Phi_pk_p}=\frac{A_d}{A_p},\qquad \delta=\frac{k_d}{k_p}.
\end{equation}
Then $k_r=\Phi_pk_p(1+\varepsilon)$ and $k_p-k_d=k_p(1-\delta)$. Substitution in (\ref{kT}) and (\ref{P}) gives, without approximation,
\begin{equation}
k_T=\frac{\Phi}{\Phi_p}\frac{k_d}{1+\varepsilon},\qquad
P=k_pk_d\frac{\Phi_d}{\Phi_p}\frac{(1-\delta)^2}{(1+\varepsilon)^2}. \label{factors}
\end{equation}

Under assumption A, dividing $P$ by $k_T$ gives
\begin{equation}
k_I^A=k_p\frac{\Phi_d}{\Phi}\frac{(1-\delta)^2}{1+\varepsilon}.
\end{equation}
For $\varepsilon,\delta\ll1$ the short forms are
\begin{equation}
k_R^A\approx k_d\frac{\Phi}{\Phi_p},\qquad k_I^A\approx k_p\frac{\Phi_d}{\Phi}. \label{shortA}
\end{equation}
The first is too large by the factor $1+\varepsilon$, the second by $(1+\varepsilon)/(1-\delta)^2$. In the fast-exchange limit $\varepsilon\approx k_R/k_I$ need not be small; when it is not, (\ref{shortA}) fails even though $\delta$ is small.

Under assumption B, replace $k_S$ by $k_p$ and $k_r$ by $\Phi_pk_p$ in $k_S-k_r$, and drop the last factor of $P$ in (\ref{factors}):
\begin{equation}
k_I^B\approx k_p(1-\Phi_p),\qquad k_R^B\approx\frac{k_pk_d}{k_p(1-\Phi_p)}\frac{\Phi_d}{\Phi_p}. \label{shortB}
\end{equation}
The error of the first is
\begin{equation}
k_p(1-\Phi_p)-(k_S-k_r)=(k_p-k_S)+\Phi_dk_d>0, \label{errB}
\end{equation}
since $k_r-\Phi_pk_p=\Phi_dk_d$. Division by $k_S-k_r$ gives the relative error. In the second formula numerator and denominator are both too large, so their errors partly cancel.

\subsection*{(f) Numbers}

\paragraph{First data set.} The decay rates are $k_p=1/(0.01658\ \mu\mathrm{s})=60.314\ \mu\mathrm{s}^{-1}$ and $k_d=1/(4.020\ \mu\mathrm{s})=0.24876\ \mu\mathrm{s}^{-1}$. With rates in $\mu\mathrm{s}^{-1}$, (\ref{kr})–(\ref{P}) give
\begin{align}
k_r&=0.3300\times60.314+0.4033\times0.24876=20.00,\nonumber\\
k_S&=\frac{0.3300\times60.314^2+0.4033\times0.24876^2}{20.004}=60.01,\nonumber\\
k_T&=\frac{0.7333\times60.314\times0.24876}{20.004}=0.550,\nonumber\\
P&=(0.3300\times0.4033)\,\frac{60.314\times0.24876\times(60.314-0.24876)^2}{20.004^2}\nonumber\\
&=18.00\ \text{(in } \mu\mathrm{s}^{-2}).\nonumber
\end{align}
Assumption A gives
\[
k_R^A=0.550\ \mu\mathrm{s}^{-1},\qquad k_I^A=18.003/0.5500=32.73\ \mu\mathrm{s}^{-1},
\]
and assumption B gives
\[
k_I^B=60.012-20.004=40.01\ \mu\mathrm{s}^{-1},\qquad k_R^B=18.003/40.01=0.450\ \mu\mathrm{s}^{-1}.
\]
Without either assumption, $k_I$ lies between $3.27\times10^7$ and $4.00\times10^7\ \mathrm{s}^{-1}$, and $k_R$ between $4.5\times10^5$ and $5.5\times10^5\ \mathrm{s}^{-1}$. The ratio of the bounds is 1.22. Mixing $k_I^B$ with $k_R^A$ would give a product of $22.0\ \mu\mathrm{s}^{-2}$ instead of 18.0.

The data were generated from $k_r=20$, $k_{nS}=4$, $k_I=36$, $k_R=0.5$ and $k_{nT}=0.05\ \mu\mathrm{s}^{-1}$, and then rounded. The true crossing rates lie inside both intervals, and neither assumption recovers them, because both losses are present.

The delayed amplitude is only $A_d=0.005$, yet this component carries $0.4033/0.7333=55\%$ of the photons, because it lasts so much longer. Its lifetime of $4.02\ \mu$s is about twice $1/k_R=2\ \mu$s. The estimate (\ref{slow}) accounts for this: $k_T-P/k_S=0.55-18/60=0.250\ \mu\mathrm{s}^{-1}$, against the exact $0.249$. A fraction $36/60=0.6$ of the returned singlets crosses again.

The ambiguity was tested with three schemes: the two ends of the interval for $k_I$ and its midpoint. Their singlet populations, sampled from 0 to $12\ \mu$s, agree with the original to rounding error. Their peak triplet populations are 0.53, 0.59 and 0.65 per singlet formed, in order of increasing $k_I$.

For these data $\varepsilon=0.0050$ and $\delta=0.0041$. The short formulas give $k_I=33.17$, $k_R=0.553\ \mu\mathrm{s}^{-1}$ under A and $k_I=40.41$, $k_R=0.454\ \mu\mathrm{s}^{-1}$ under B. They differ from the full formulas by at most about 1.3\%, much less than the 22\% separation between the two assumptions.

\paragraph{Second data set.} These data come from the same scheme with $k_R$ raised to $10\ \mu\mathrm{s}^{-1}$. Now $\varepsilon=0.113$ and $\delta=0.055$. The same steps give, in $\mu\mathrm{s}^{-1}$:

\begin{center}
\begin{tabular}{lcccc}
 & \multicolumn{2}{c}{$k_I$} & \multicolumn{2}{c}{$k_R$}\\
 & full & short & full & short\\
Assumption A & 35.8 & 44.7 & 10.05 & 11.19\\
Assumption B & 40.0 & 48.4 & 9.00 & 10.32
\end{tabular}
\end{center}

The true values, 36 and 10, again lie between the full results. All four short results lie above the allowed intervals. Under A the excess is 25\% for $k_I$ and 11\% for $k_R$, relative to the full formulas, as the factors $(1+\varepsilon)/(1-\delta)^2$ and $1+\varepsilon$ require. Under B it is 21\% and 15\%. Here the short formulas introduce errors comparable with or larger than the ambiguity itself, while the full ones need no further data.

\paragraph{When the analysis does not apply.} Annihilation makes the triplet loss depend on the population, and a mixture of emitters with different rates generally gives more than two exponentials. A decay that is not biexponential, or whose shape changes with pulse energy, therefore contradicts the assumptions used here. A biexponential decay does not by itself establish where the losses occur; that is the freedom left in (\ref{bounds}).

\section*{Calculated quantities}
\begin{verbatim}
Model rates k_r, k_nS, k_I, k_R, k_nT (1/us): 20.0 4.0 36.0 0.5 0.05
Exact k_p = 60.3012 1/us, k_d = 0.24875 1/us
Amplitudes A_p = 0.99498, A_d = 0.00502
k_S = 60.00 1/us, k_T = 0.55 1/us
Estimate k_T - P/k_S = 0.2500 1/us
1/k_R = 2.000 us
Data: tau_p = 16.58 ns, tau_d = 4.020 us
Data: Phi_p = 0.3300, Phi_d = 0.4033, sum = 0.7333
From data: k_p = 60.314 1/us, k_d = 0.24876 1/us
Inverted: k_r = 20.004, k_S = 60.012, k_T = 0.5500 1/us
Inverted: P = k_I*k_R = 18.003 1/us^2
Small ratios: eps = 0.00504, delta = 0.00412
Closure A exact: k_I = 32.73, k_R = 0.5500 1/us
Closure A in 1/s: k_I = 3.273e+07, k_R = 5.500e+05
Closure A short: k_I = 33.17, k_R = 0.5528 1/us
Closure B exact: k_I = 40.01, k_R = 0.4500 1/us
Closure B in 1/s: k_I = 4.001e+07, k_R = 4.500e+05
Closure B short: k_I = 40.41, k_R = 0.4537 1/us
Upper/lower bound ratio = 1.2223
Mixed closures: k_I(B)*k_R(A) = 22.004 1/us^2
Equal-trace test: largest difference in S = 2.4e-17
Peak triplet population, lowest/middle/highest k_I: 0.5305 0.5895 0.6484
Fast case, same rates except k_R (1/us): 10.0
Fast: tau_p = 15.06 ns, tau_d = 273.2 ns
Fast: Phi_p = 0.2706, Phi_d = 0.5566
Fast: eps = 0.1134, delta = 0.0551
Fast A exact: k_I = 35.82, k_R = 10.050 1/us
Fast A short: k_I = 44.67, k_R = 11.190 1/us
Fast A short/exact: k_I 1.247, k_R 1.113
Fast B exact: k_I = 40.00, k_R = 9.000 1/us
Fast B short: k_I = 48.43, k_R = 10.323 1/us
Fast B short/exact: k_I 1.211, k_R 1.147
\end{verbatim}
